# Why Gram-Schmidt on a Hermitian Krylov Sequence Gives Real Three-Term Recurrence: verification in Python

```python
"""Lanczos recurrence in exact arithmetic.

Result under test: for a Hermitian matrix A and start vector b, Gram-Schmidt
on b, A b, A^2 b, ... gives orthonormal vectors q_j that obey
    A q_j = beta_(j-1) q_(j-1) + alpha_j q_j + beta_j q_(j+1),
with real alpha_j and positive beta_j, even when A and b are complex.
w_j : Gram-Schmidt vector before normalization, q_j = w_j / |w_j|
T   : projected matrix Q^dagger A Q;  grade : number of vectors q_j
Ring model: six sites, hopping t, total phase Phi, energy u on site 3.
Inner products are conjugate-linear in the first argument.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

# ---------- exact test with Gaussian integers ----------
I = sp.I
A = sp.Matrix([[1, 1 + I, 2 * I, -1],
               [1 - I, 0, 1, 2 - I],
               [-2 * I, 1, -1, I],
               [-1, 2 + I, -I, 2]])
b = sp.Matrix([1, I, 0, 1])
assert A == A.H


def inner(x, y):
    return sp.expand((x.H * y)[0])


powers = [b]
for _ in range(4):
    powers.append((A * powers[-1]).applyfunc(sp.expand))

w = []
for power in powers:
    rest = power
    for old in w:
        rest = rest - old * (inner(old, power) / inner(old, old))
    rest = rest.applyfunc(sp.expand)
    if all(entry == 0 for entry in rest):
        break
    w.append(rest)
grade_exact = len(w)
assert grade_exact == 4

norm_sq = [inner(v, v) for v in w]
alpha_exact = [sp.expand(inner(v, A * v) / n) for v, n in zip(w, norm_sq)]
beta_sq = [norm_sq[j + 1] / norm_sq[j] for j in range(3)]
assert all(isinstance(a, sp.Rational) for a in alpha_exact)
assert all(isinstance(x, sp.Rational) and x > 0 for x in beta_sq)

zero = sp.zeros(4, 1)
for j in range(4):
    following = w[j + 1] if j < 3 else zero
    previous = beta_sq[j - 1] * w[j - 1] if j > 0 else zero
    residual = A * w[j] - following - alpha_exact[j] * w[j] - previous
    assert all(sp.expand(entry) == 0 for entry in residual)

# Inner products of the Krylov vectors form a real Hankel matrix.
moments = [inner(b, powers[k]) for k in range(5)]
moments += [inner(powers[k - 4], powers[4]) for k in range(5, 9)]
assert all(isinstance(mu, sp.Rational) for mu in moments)
for i in range(5):
    for j in range(5):
        assert inner(powers[i], powers[j]) == moments[i + j]
hankel_det = [sp.Integer(1)]
for size in range(1, 5):
    hankel = sp.Matrix(size, size, lambda i, j: moments[i + j])
    hankel_det.append(hankel.det())
for j in range(4):
    assert norm_sq[j] == hankel_det[j + 1] / hankel_det[j]

# The projected matrix has the same characteristic polynomial as A.
x = sp.symbols("x")
T_exact = sp.zeros(4, 4)
for j in range(4):
    T_exact[j, j] = alpha_exact[j]
    if j < 3:
        T_exact[j + 1, j] = 1
        T_exact[j, j + 1] = beta_sq[j]
difference = (x * sp.eye(4) - A).det() - (x * sp.eye(4) - T_exact).det()
assert sp.simplify(sp.expand(difference)) == 0


# ---------- numerical tools ----------
def krylov_gram_schmidt(matrix, start):
    """Gram-Schmidt on the raw powers; returns Q and the norms |w_j|."""
    vectors, norms = [], []
    power = start.astype(complex)
    for _ in range(len(start)):
        rest = power.copy()
        for _ in range(2):  # second pass removes rounding errors
            for q in vectors:
                rest = rest - q * np.vdot(q, rest)
        size = np.linalg.norm(rest)
        if size < 1e-10 * np.linalg.norm(power):
            break
        vectors.append(rest / size)
        norms.append(size)
        power = matrix @ power
    return np.array(vectors).T, np.array(norms)


def short_recurrence(matrix, start, steps):
    """Lanczos iteration that uses only the last two vectors."""
    q = start / np.linalg.norm(start)
    q_old, beta = np.zeros_like(q), 0.0
    vectors, alphas, betas = [], [], []
    for _ in range(steps):
        vectors.append(q)
        rest = matrix @ q - beta * q_old
        alpha = np.vdot(q, rest).real
        rest = rest - alpha * q
        beta = np.linalg.norm(rest)
        alphas.append(alpha)
        betas.append(beta)
        if len(vectors) < steps:
            q_old, q = q, rest / beta
    return np.array(vectors).T, np.array(alphas), np.array(betas)


def ring(t, phase, u):
    H = np.zeros((6, 6), dtype=complex)
    for j in range(6):
        k = (j + 1) % 6
        H[k, j] = -t * np.exp(1j * phase / 6)
        H[j, k] = np.conj(H[k, j])
    H[3, 3] = u
    return H


def overlapping_levels(H, start):
    """Distinct eigenvalues whose eigenspace overlaps the start vector."""
    energies, states = np.linalg.eigh(H)
    weights = np.abs(states.conj().T @ start) ** 2
    levels = []
    for energy, weight in zip(energies, weights):
        if levels and abs(energy - levels[-1][0]) < 1e-9:
            levels[-1][1] += weight
        else:
            levels.append([energy, weight])
    return np.array([e for e, p in levels if p > 1e-12]), len(levels)


# ---------- ring with a complex Hamiltonian ----------
t, u, Phi = 0.1, 0.05, 2 * np.pi / 3
H = ring(t, Phi, u)
site0 = np.eye(6)[0].astype(complex)
Q, w_norms = krylov_gram_schmidt(H, site0)
assert Q.shape == (6, 6)
T = Q.conj().T @ H @ Q
Q_short, alpha, beta_all = short_recurrence(H, site0, 6)
beta, beta_last = beta_all[:5], beta_all[5]
T_short = np.diag(alpha) + np.diag(beta, 1) + np.diag(beta, -1)
row, col = np.indices((6, 6))
outside = np.max(np.abs(T[np.abs(row - col) > 1]))
imaginary = np.max(np.abs(T.imag))
assert np.max(np.abs(H.imag)) > 0.01
assert outside < 1e-11 and imaginary < 1e-11
assert np.allclose(Q, Q_short, atol=1e-10)
assert np.allclose(T, T_short, atol=1e-11)
assert np.allclose(np.diag(T, -1), w_norms[1:] / w_norms[:-1], atol=1e-11)
assert beta_last < 1e-12

root2 = np.sqrt(2)
beta_formula = t * np.array([root2, 1, root2 * abs(np.cos(Phi / 2)),
                             root2 * abs(np.sin(Phi / 2)), 1])
assert np.allclose(np.diag(T, -1), beta_formula, atol=1e-11)
assert np.allclose(np.diag(T), [0, 0, 0, u, 0, 0], atol=1e-11)

for k in range(1, 6):
    remainder = H @ Q[:, :k] - Q[:, :k] @ T_short[:k, :k]
    expected = np.zeros((6, k), dtype=complex)
    expected[:, -1] = beta[k - 1] * Q[:, k]
    assert np.allclose(remainder, expected, atol=1e-11)

energies_H = np.linalg.eigvalsh(H)
energies_T = np.linalg.eigvalsh(T_short)
assert np.allclose(energies_H, energies_T, atol=1e-12)
lowest = [np.linalg.eigvalsh(T_short[:k, :k])[0] for k in range(1, 7)]
assert all(lowest[k + 1] <= lowest[k] + 1e-13 for k in range(5))
assert min(lowest) >= energies_H[0] - 1e-12

# Projection of a raw power on q_1, against that of H q_4 on q_1.
raw_coefficient = np.vdot(Q[:, 0], np.linalg.matrix_power(H, 4) @ site0)
short_coefficient = np.vdot(Q[:, 0], H @ Q[:, 3])
assert abs(raw_coefficient) > 1e-4 and abs(short_coefficient) < 1e-12

# Arbitrary phases of the basis vectors.
theta = np.array([0, np.pi / 2, 0.3, -1.1, 2.0, 0.7])
Q_phase = Q * np.exp(1j * theta)
T_phase = Q_phase.conj().T @ H @ Q_phase
assert np.allclose(np.diag(T_phase, -1),
                   beta * np.exp(1j * (theta[:-1] - theta[1:])), atol=1e-11)
assert np.allclose(np.diag(T_phase), alpha, atol=1e-11)
assert np.allclose(np.linalg.eigvalsh(T_phase), energies_H, atol=1e-11)

# Termination: the grade counts the distinct levels seen by the start vector.
grade_rows = []
for phase, site_energy in [(Phi, u), (0.0, u), (0.0, 0.0), (np.pi, u)]:
    H_case = ring(t, phase, site_energy)
    Q_case, _ = krylov_gram_schmidt(H_case, site0)
    levels, distinct = overlapping_levels(H_case, site0)
    T_case = Q_case.conj().T @ H_case @ Q_case
    assert Q_case.shape[1] == len(levels)
    assert np.allclose(np.linalg.eigvalsh(T_case), levels, atol=1e-10)
    assert np.allclose(H_case @ Q_case, Q_case @ T_case, atol=1e-10)
    grade_rows.append((phase / np.pi, site_energy, distinct,
                       len(levels), Q_case.shape[1]))

# One changed element breaks Hermiticity and the short recurrence.
G = H.copy()
G[0, 1] *= 2
Q_G, _ = krylov_gram_schmidt(G, site0)
T_G = Q_G.conj().T @ G @ Q_G
assert np.max(np.abs(T_G[row > col + 1])) < 1e-10
assert abs(abs(T_G[0, 5]) - t / root2) < 1e-10


# ---------- output ----------
def listing(values, digits=6):
    return "  ".join(f"{v:.{digits}f}" for v in np.round(values, digits) + 0.0)


print("EXACT 4x4 EXAMPLE (dimensionless)")
print("grade:", grade_exact)
print("w_2 =", list(w[1]))
print("w_3 =", list(w[2]))
print("squared norms of w_1, w_2, w_3:", norm_sq[0], norm_sq[1], norm_sq[2])
print("alpha_1, alpha_2 =", alpha_exact[0], ",", alpha_exact[1])
print("beta_1^2, beta_2^2 =", beta_sq[0], ",", beta_sq[1])
print("all alpha:", listing([float(a) for a in alpha_exact]))
print("all beta:", listing([float(sp.sqrt(s)) for s in beta_sq]))
print("moments mu_0 to mu_4:", *moments[:5])
print("RING EXAMPLE")
print(f"t = {t:.3f} Ry, u = {u:.3f} Ry, Phi = {Phi:.6f} rad")
print(f"H_10 = {H[1, 0].real:.6f} {H[1, 0].imag:+.6f} i Ry")
print("alpha_1 to alpha_6 (Ry):", listing(alpha))
print("beta_1 to beta_5 (Ry):", listing(beta))
print("beta from interference formula (Ry):", listing(beta_formula))
print(f"largest |T_ij| outside three diagonals: {outside:.1e} Ry")
print(f"largest imaginary part in T: {imaginary:.1e} Ry")
print(f"<q_1, H^4 b> = {raw_coefficient.real:.6e} Ry^4")
print(f"|<q_1, H q_4>| = {abs(short_coefficient):.1e} Ry")
print("eigenvalues of H (Ry):", listing(energies_H))
print("eigenvalues of T (Ry):", listing(energies_T))
for k, value in enumerate(lowest, 1):
    print(f"lowest eigenvalue of T_{k}: {value + 0.0:.6f} Ry")
rydberg_eV = physical_constants["Rydberg constant times hc in eV"][0]
print(f"lowest eigenvalue of H: {energies_H[0] * rydberg_eV:.5f} eV")
print(f"with q_2 multiplied by i: T_21 = {T_phase[1, 0].real + 0.0:.6f} "
      f"{T_phase[1, 0].imag:+.6f} i Ry")
print("TERMINATION (start on site 0)")
for ratio, site_energy, distinct, seen, grade in grade_rows:
    print(f"Phi/pi = {ratio:.4f}, u = {site_energy:.2f} Ry: distinct levels "
          f"{distinct}, overlapping {seen}, grade {grade}")
print("NON-HERMITIAN CONTRAST (H_01 doubled)")
print(f"|T_16| = {abs(T_G[0, 5]):.6f} Ry, t/sqrt(2) = {t / root2:.6f} Ry")
print("all assertions hold")
```

It prints:

```
EXACT 4x4 EXAMPLE (dimensionless)
grade: 4
w_2 = [I, 3 - I, 0, 1 + 2*I]
w_3 = [-7/3 - 13*I/16, -7/16 + 23*I/48, 3, 89/48 + 3*I/8]
squared norms of w_1, w_2, w_3: 3 16 917/48
alpha_1, alpha_2 = -1 , 29/16
beta_1^2, beta_2^2 = 16/3 , 917/768
all alpha: -1.000000  1.812500  -0.079676  1.267176
all beta: 2.309401  1.092708  2.742998
moments mu_0 to mu_4: 3 -3 19 -6 150
RING EXAMPLE
t = 0.100 Ry, u = 0.050 Ry, Phi = 2.094395 rad
H_10 = -0.093969 -0.034202 i Ry
alpha_1 to alpha_6 (Ry): 0.000000  0.000000  0.000000  0.050000  0.000000  0.000000
beta_1 to beta_5 (Ry): 0.141421  0.100000  0.070711  0.122474  0.100000
beta from interference formula (Ry): 0.141421  0.100000  0.070711  0.122474  0.100000
largest |T_ij| outside three diagonals: 1.5e-17 Ry
largest imaginary part in T: 8.1e-17 Ry
<q_1, H^4 b> = 6.000000e-04 Ry^4
|<q_1, H q_4>| = 0.0e+00 Ry
eigenvalues of H (Ry): -0.182114  -0.144726  -0.027165  0.043513  0.160492  0.200000
eigenvalues of T (Ry): -0.182114  -0.144726  -0.027165  0.043513  0.160492  0.200000
lowest eigenvalue of T_1: 0.000000 Ry
lowest eigenvalue of T_2: -0.141421 Ry
lowest eigenvalue of T_3: -0.173205 Ry
lowest eigenvalue of T_4: -0.177249 Ry
lowest eigenvalue of T_5: -0.179843 Ry
lowest eigenvalue of T_6: -0.182114 Ry
lowest eigenvalue of H: -2.47778 eV
with q_2 multiplied by i: T_21 = 0.000000 -0.141421 i Ry
TERMINATION (start on site 0)
Phi/pi = 0.6667, u = 0.05 Ry: distinct levels 6, overlapping 6, grade 6
Phi/pi = 0.0000, u = 0.05 Ry: distinct levels 6, overlapping 4, grade 4
Phi/pi = 0.0000, u = 0.00 Ry: distinct levels 4, overlapping 4, grade 4
Phi/pi = 1.0000, u = 0.05 Ry: distinct levels 6, overlapping 3, grade 3
NON-HERMITIAN CONTRAST (H_01 doubled)
|T_16| = 0.070711 Ry, t/sqrt(2) = 0.070711 Ry
all assertions hold
```
